# Barrier of a Morse bond under constant tension and its field acceleration, part 2

Bond lives in a stressed dielectric are measured at high field and extrapolated to the field of use. Two shortcuts are tested: a straight line in field, and a barrier equal to the zero-field energy minus the force times a fixed length.

A bond with stretch $x$ has the Morse energy $V(x) = D \left( 1 - e^{-ax} \right)^2$, of depth $D$ and inverse range $a$. Under a constant tension $F$ its energy is $U(x) = V(x) - F x$. The restoring force is largest, $F_m = aD/2$, at $x_m = \frac{\ln 2}{a}$. With $s = \sqrt{1 - F/F_m}$, the barrier $B$, the activation length $\ell$ from well to top and the stiffness $K_w$ of the loaded well are

$$ B = D s - F \ell , \qquad \ell = \frac{2}{a} \, \text{artanh} \, s , \qquad K_w = a^2 D \, s (1+s) . $$

The top has curvature $-K_t$ with $K_t = a^2 D \, s (1-s)$. The slope is $dB/dF = -\ell$, and $B$ is convex in $F$. The first half also gave a positive series, a logarithmic law for weak tension and a 3/2-power law near rupture:

$$ \frac{B}{D} = \sum_{n \ge 1} \frac{2 \, s^{2n+1}}{4n^2 - 1} , $$

$$ B = D - \frac{F}{a} \left[ 1 + \ln \frac{2aD}{F} \right] + \frac{F^2}{2a^2 D} + \ldots , $$

$$ B \approx (2/3) D (1 - F/F_m)^{3/2} . $$

The weak-pull values in the table omit the quadratic term.

A film field $E$ on fixed charges $\pm q$ gives $F = q L E$, with $L = \frac{\varepsilon_r + 2}{3}$ the Lorentz factor and $\varepsilon_r$ the relative permittivity. The barrier vanishes at $E_m = F_m/(qL)$. At temperature $T$ and reduced mass $\mu$, classical escape from a parabolic well gives the mean life

$$ \tau = \frac{2\pi}{\omega_w} \, e^{B/k_BT} , \qquad \omega_w = \sqrt{K_w/\mu} . $$

The example has $D = 2$ eV, $a = 15$ nm$^{-1}$, $q = 2e$, $\varepsilon_r = 3$ and $T = 378$ K.

### Worked example

The example is a weakened Si–O bond in a silica-based low-k film. The parameters are rough effective values: $D = 2$ eV, $a = 15$ nm$^{-1}$, $q = 2e$, $\varepsilon_r = 3$ and $T = 378$ K. The reduced mass of a silicon and an oxygen atom is 10.19 u.

The largest force is $15 \times 2/2 = 15$ eV/nm, or 2.4 nN. The Lorentz factor is $5/3$. Since 1 MV/cm is 0.1 V/nm, each MV/cm of film field gives

$$ F = 2 \times 1.6667 \times 0.1 = 0.3333 \ \text{eV/nm} . $$

The barrier would vanish at $15/0.3333 = 45$ MV/cm.

At 6 MV/cm, $F = 2.0$ eV/nm and $F/F_m = 0.1333$. Then $s = 0.9309$ and $\ell = 0.2221$ nm, so

$$ B = 2 \times 0.9309 - 2.0 \times 0.2221 = 1.418 \ \text{eV} . $$

The well stiffness is $450 \times 0.9309 \times 1.9309 \approx 809$ eV/nm$^2$, or about 130 N/m. With the reduced mass this gives $2\pi/\omega_w \approx 7.2 \times 10^{-14}$ s. The exponent is $1.4178/0.03257 = 43.5$, and the life is $5.7 \times 10^5$ s, a little under a week. The same steps at other fields give:

| $E$ (MV/cm) | $B$ (eV) | $\ell$ (nm) | $\tau$ (s) |
|---|---|---|---|
| 1 | 1.863 | 0.345 | $4.7 \times 10^{11}$ |
| 4 | 1.575 | 0.251 | $7.0 \times 10^{7}$ |
| 6 | 1.418 | 0.222 | $5.7 \times 10^{5}$ |
| 8 | 1.277 | 0.201 | $7.8 \times 10^{3}$ |

The field acceleration, with the small change of prefactor left out, is

$$ \gamma = - \frac{d \ln \tau}{dE} \approx \frac{qL\ell}{k_BT} . $$

It is $0.3333 \times 0.2221/0.03257 = 2.3$ per MV/cm at 6 MV/cm and 3.5 per MV/cm at 1 MV/cm. A straight line in field would keep it constant.

### The error of a straight line

Let $F_1$ be the stress force, with $s_1$ and $\ell_1$ the values of $s$ and $\ell$ there. The tangent to the barrier at this point is

$$ B_{tan}(F) = B(F_1) + \ell_1 (F_1 - F) . $$

Its value at zero force is $B(F_1) + F_1 \ell_1$. Because $B = Ds - F\ell$, this intercept is simply

$$ B_{tan}(0) = D s_1 = D \sqrt{1 - F_1/F_m} . $$

A linear analysis thus reports an apparent zero-field energy below $D$. In the example it reports 1.862 eV in place of 2 eV.

At 1 MV/cm the tangent gives $1.4178 + 1.6667 \times 0.2221 = 1.788$ eV. The full barrier there is 1.863 eV, so the line misses 0.075 eV. At fixed temperature and prefactor, the life is underestimated by the factor $e^{0.0746/0.03257} = 9.9$.

The prefactor does not reverse this conclusion. Its logarithm contains the field through $-\frac{1}{2} \ln (s + s^2)$. Here $s$ is concave in $F$ and $s^2$ is linear, so their sum is concave. The logarithm of a positive concave function is concave, and the minus sign makes the term convex. Hence $\ln \tau$ is convex as a whole, and its tangent lies below it.

The other shortcut keeps $D = 2$ eV and fits a fixed length at 6 MV/cm. That length is $(2 - 1.4178)/2.0 = 0.291$ nm. At 1 MV/cm it predicts $2 - 0.3333 \times 0.291 = 1.903$ eV, which is 0.040 eV too high. The life is then overestimated by a factor of about 3.5, again with the prefactor held fixed. The two linear rules agree at the stress field and enclose the true value at the field of use.

### Extrapolation with the full law

The closed form can be fitted without knowing $q$, $L$ or $a$ separately. Written in terms of the film field, it has two parameters, $D$ and $E_m$:

$$ B(E) = D \left[ s - (1 - s^2) \, \text{artanh} \, s \right] , \qquad s = \sqrt{1 - E/E_m} . $$

Two measurements at one stress field $E_1$ determine them. The first is the Arrhenius energy $B_1$ at fixed field. The second is the work $W_1 = F_1 \ell_1 = -E_1 \, dB/dE$, which is $k_BT \gamma E_1$ when the field dependence of the prefactor is neglected. The sum $M_1 = B_1 + W_1$ equals $D s_1$. Dividing $W_1 = D (1 - s_1^2) \, \text{artanh} \, s_1$ by it gives one equation for $s_1$:

$$ \frac{(1 - s_1^2) \, \text{artanh} \, s_1}{s_1} = \frac{W_1}{M_1} . $$

The left side is $1 - B/(Ds)$. By the positive series of the first half, $B/(Ds)$ rises steadily from 0 to 1 with $s$. The left side therefore falls from 1 to 0, and there is a single root for any positive $B_1$ and $W_1$. Then

$$ D = \frac{M_1}{s_1} , \qquad E_m = \frac{E_1}{1 - s_1^2} . $$

In the example $W_1 = 0.444$ eV and $M_1 = 1.862$ eV. The right side is 0.239, the root is $s_1 = 0.931$, and the formulas return $D = 2.00$ eV and $E_m = 45$ MV/cm.

This procedure assumes that the same kind of bond, with the same charge and the same orientation, controls the life at both fields. It also takes the Morse tail on trust over the stretch that is reached at low field. Unlike the tangent, the fit can err toward too long a life. In the example a 5 per cent error in $\gamma$ changes the predicted life at 1 MV/cm by a factor of about 2 in either direction. If the data at 6 MV/cm come from the fading pull or from the randomly oriented bonds treated below, the fit overestimates the life at 1 MV/cm by a factor of about 1.6 or 1.7. Data at a second stress field can contradict the fit and should be used for that purpose.

### Corrections within the picture

The following corrections are for 6 MV/cm, with the other parameters unchanged. Replacing the parabolic well by the full well integral multiplies the rate by 0.990.

Quantized vibration replaces the classical partition function $1/u$ by $1/(2 \sinh (u/2))$, where $u = \hbar\omega_w/k_BT$. The rate is multiplied by $\sinh(u/2)/(u/2) = 1.14$.

For tunnelling, treat the top as a parabola of frequency $\omega_t = \sqrt{K_t/\mu}$. A parabolic barrier transmits a particle of energy $\epsilon$ relative to the top with probability $1/(1 + e^{-2\pi\epsilon/\hbar\omega_t})$. The thermal average relative to classical passage is, with $u_t = \hbar\omega_t/k_BT < 2\pi$,

$$ \int_{-\infty}^{\infty} \frac{e^{-\epsilon/k_BT}}{1 + e^{-2\pi\epsilon/\hbar\omega_t}} \frac{d\epsilon}{k_BT} = \frac{u_t/2}{\sin (u_t/2)} . $$

This follows from the substitution $z = -2\pi\epsilon/\hbar\omega_t$ and the standard integral of $e^{pz}/(1+e^z)$ over all $z$, which is $\pi/\sin \pi p$ for $0 < p < 1$, with $p = u_t/2\pi$. The factor is 1.005. The top is broad and tunnelling is negligible here.

Orientation has a larger effect. If bonds are held in random directions and feel only the component $F \cos\theta$, their mean rate is 0.036 of the aligned rate. The size can be understood by expanding the barrier near alignment as $B + F\ell(1 - \cos\theta)$. Averaging the Boltzmann factor over the sphere gives about $k_BT/(2F\ell) = 0.037$. The bonds near alignment are the most likely to break first, and their barrier is the one used above. The factor depends on field: it is 0.13 at 1 MV/cm. For the mean rate, a tangent at 6 MV/cm therefore underestimates the life at 1 MV/cm by a factor of about 4.7 in place of 9.9.

The local field matters more still. Without the Lorentz factor the barrier at 6 MV/cm is 1.609 eV, which is 0.191 eV higher, and the life is longer by a factor of about 350 at fixed prefactor. A prediction from bond parameters alone inherits this uncertainty. The two-parameter fit does not, as long as $L$ is the same at all fields.

### When the pull is not constant

The least secure assumption is that $q$ stays fixed while the bond opens. Let the field energy be $-F g(x)$ in general, with constant tension as the case $g = x$. Suppose first that the pull fades as $F e^{-x/\lambda}$, so that $g = \lambda (1 - e^{-x/\lambda})$. With $\lambda = 0.5$ nm the barrier at 6 MV/cm is 1.517 eV, or 0.099 eV above the constant-tension value. The life is longer by a factor of about 21 at fixed prefactor.

Suppose instead that the fragments separate as neutral bodies. The dipole induced by the stretch must then vanish at large distance, for which $g = x e^{-x/\lambda}$ is a simple form. With the same $\lambda$ the barrier to complete separation is 2.002 eV. It is not lowered at all. The small excess over $D$ is the energy $F^2/(4a^2D) = 0.002$ eV by which the field lowers the well. On the way out the energy passes a local maximum of 1.63 eV near 0.36 nm, but the dip behind it is only about 0.002 eV deep, far less than $k_BT$, and the energy then rises to $D$. The constant-tension formula does not describe this kind of separation. It applies when the charge moves with the fragment as far as the barrier top, which lies a few tenths of a nanometre out, and when no later loss of charge raises the energy above that top again.

The convexity survives these changes. Divide the stretch at $x_m$, the position of the largest restoring force, and define the barrier as the highest value of $V - Fg$ outside minus the lowest value inside. At each fixed $x$, $V(x) - F g(x)$ is a linear function of $F$. The highest of a family of linear functions is convex, and the lowest is concave. The difference is therefore convex for any fixed $g$, and a tangent cannot lie above it. This difference is the barrier as long as the well lies inside $x_m$ and the top outside it, which for the fading pull fails only just before rupture. The amount missed does depend on $g$: for the fading pull it is 0.048 eV between 6 and 1 MV/cm, against 0.075 eV for constant tension.

### Comparison with real films

Silica-based low-k films have relative permittivities of roughly 2.5 to 3, are stressed in accelerated tests at several MV/cm, and break down at roughly 10 MV/cm or below. The example's fields and permittivity lie in that regime, while its vanishing field of 45 MV/cm lies far outside it. The model is therefore used at small $F/F_m$, where the logarithmic law matters and the 3/2-power law does not. The depth of 2 eV is far below the energy of a sound Si–O bond, which is roughly 4.5 to 5.5 eV. Even with a depth of 4.5 eV and all else fixed, the barrier at 6 MV/cm would be about 3.8 eV and the life longer by some thirty powers of ten. The example thus presupposes bonds already weakened by strain, defects or chemistry, and it does not explain the weakening. The fixed charge is the assumption most open to doubt in a real film, and the two alternatives above move the barrier by about 0.1 and 0.6 eV.

The life of one bond is also not the life of a film. Among $N$ independent, equal bonds the rates add, and the first break comes after a mean time $\tau/N$. For $N = 10^6$ at 1 MV/cm this is $4.7 \times 10^5$ s in place of $4.7 \times 10^{11}$ s. Breakdown further requires enough broken bonds to form a conducting path, which the model leaves out. If $N$ is the same at both fields, it shifts $\ln \tau$ equally and leaves the acceleration of the first break unchanged.

A tangent drawn at the stress field is a cautious estimate under stated conditions: one mechanism and one bond orientation at both fields, a field energy proportional to $F$, and a prefactor that does not upset the convexity. If another process with weaker field dependence takes over at low field, the true life can fall below the line. The main values used here are collected in the numerical output that follows.

## Table of computed values

```
Well depth D = 2.00 eV, inverse range a = 15.0 1/nm
Effective charge = 2.0 e, permittivity = 3.0
Lorentz factor = 1.6667
Temperature = 378 K, kT = 0.03257 eV
Reduced mass Si-O = 10.193 u
Largest force Fmax = 15.000 eV/nm = 2.403 nN
Stretch at largest force = 0.0462 nm
Field for Fmax = 45.0 MV/cm
F/Fmax, barrier/D, chord value 1-F/Fmax:
  0.01  0.9651  0.99
  0.10  0.7668  0.90
  0.25  0.5368  0.75
  0.50  0.2664  0.50
  0.75  0.0880  0.25
  0.90  0.0215  0.10
3/2-power law at F/Fmax = 0.90: barrier/D = 0.0211
field MV/cm, F eV/nm, F/Fmax, s, barrier eV, length nm, life s:
  1  0.3333  0.0222  0.9888  1.8625  0.3455  4.67e+11
  4  1.3333  0.0889  0.9545  1.5748  0.2507  6.98e+07
  6  2.0000  0.1333  0.9309  1.4178  0.2221  5.74e+05
  8  2.6667  0.1778  0.9068  1.2770  0.2012  7.77e+03
Weak-pull law at 1 MV/cm = 1.8624 eV
Weak-pull law at 6 MV/cm = 1.4132 eV
Tangent at 6 MV/cm, zero-field intercept = 1.8619 eV
Tangent at 6 MV/cm, value at 1 MV/cm = 1.7879 eV
Barrier missed by tangent at 1 MV/cm = 0.0746 eV
Boltzmann factor of missed barrier = 9.88
Neglected effects at 6 MV/cm:
  rate factor, anharmonic well = 0.9901
  rate factor, quantized well = 1.1355
  rate factor, tunnelling at top = 1.0047
  mean rate over orientations / aligned rate = 0.0359
  barrier without Lorentz factor = 1.6087 eV
  fading length of pull = 0.50 nm
  barrier with fading pull = 1.5167 eV
  barrier with neutral fragments = 2.0023 eV
Fading pull, barrier at 1 MV/cm = 1.8984 eV
Fading pull, barrier missed by tangent = 0.0476 eV
```
